# Magnons, Stoner continuum and Landau damping in a spin-polarized electron gas: a numerical check

```python
"""Magnons and Stoner continuum of a spin-polarized electron gas.

Result under test (Hartree atomic units): with contact interaction I*n_up*n_dn,
splitting Delta = I*m, Fermi wavenumbers a (up) and b (down), the magnon obeys
I*L(q,w) = 1, where L is the noninteracting spin-flip response.  Its energy is
D*q^2 at small q, with
    D = [n - 2*(n_up*a^2 - n_dn*b^2)/(5*Delta)]/(2*m),
and it enters the continuum of spin-flip pairs at a wavenumber q_c, which is
3*Delta/(2*a) for full polarization.  n = n_up+n_dn, m = n_up-n_dn.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, newton

HARTREE_EV = const.value('Hartree energy in eV')
BOHR_ANGSTROM = const.value('atomic unit of length') * 1e10


def ball(radius, nodes=200):
    """Quadrature points and weights for d^3k/(2 pi)^3 in a Fermi sphere."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    r = radius * (x + 1) / 2
    kz = np.outer(r, x).ravel()
    kperp2 = np.outer(r**2, 1 - x**2).ravel()
    weight = np.outer(r**2 * w * radius / 2, w).ravel() / (4 * np.pi**2)
    return kz, kperp2, weight


def disk_function(u, k):
    """Integral of (k^2-z^2)/(u+z) over -k<z<k, for u>k."""
    return 2 * k * u + (k**2 - u**2) * np.log((u + k) / (u - k))


def continued_function(u, k):
    """The same integral continued into the continuum, retarded branch."""
    return 2*k*u + (k**2 - u**2) * (np.log((k + u) / (k - u)) + 1j*np.pi)


class Gas:
    def __init__(self, a, b, delta):
        self.a, self.b, self.delta = a, b, delta
        self.n_up, self.n_dn = a**3 / (6*np.pi**2), b**3 / (6*np.pi**2)
        self.n, self.m = self.n_up + self.n_dn, self.n_up - self.n_dn
        self.I = delta / self.m
        self.up, self.dn = ball(a), ball(b)
        self.bare = self.n / (2 * self.m)
        self.reduction = (self.n_up*a**2 - self.n_dn*b**2) / (5*self.m*delta)
        self.D = self.bare - self.reduction

    def flip_energy(self, kz, kperp2, q):
        """Energy of down state k+q minus energy of up state k."""
        e_down = ((kz + q)**2 + kperp2) / 2 + self.delta / 2
        e_up = (kz**2 + kperp2) / 2 - self.delta / 2
        return e_down - e_up

    def L_direct(self, q, w):
        kz, kp, wt = self.up
        total = np.sum(wt / (self.flip_energy(kz, kp, q) - w))
        pz, pp, wt = self.dn
        return total - np.sum(wt / (self.flip_energy(pz - q, pp, q) - w))

    def L_closed(self, q, w):
        u_up = (self.delta - w) / q + q / 2
        u_dn = (self.delta - w) / q - q / 2
        value = disk_function(u_up, self.a)
        if self.b > 0:
            value -= disk_function(u_dn, self.b)
        return value / (8 * np.pi**2 * q)

    def lower_edge(self, q):
        if self.b > 0 and self.a - self.b <= q <= self.a + self.b:
            return 0.0
        return self.delta - self.a * q + q**2 / 2

    def upper_edge(self, q):
        return self.delta + self.a * q + q**2 / 2

    def magnon(self, q):
        top = self.lower_edge(q) * (1 - 1e-9)
        return brentq(lambda w: self.I*self.L_closed(q, w) - 1,
                      -0.01, top, xtol=1e-14)

    def onset(self):
        if self.b == 0:
            return 3 * self.delta / (2 * self.a)

        def mismatch(q):
            left = 8 * np.pi**2 * q * self.m / self.delta
            return left - 2*self.a**2 + disk_function(self.a - q, self.b)
        return brentq(mismatch, 1e-6, (self.a - self.b) * (1 - 1e-10))


partial = Gas(1.0, 0.3, (1.0**2 - 0.3**2) / 2)
full = Gas(1.0, 0.0, 0.6)
gases = [('P', partial), ('F', full)]

for name, g in gases:
    # The chosen polarization minimizes the energy at fixed density.
    trial_m = np.linspace(0, g.n, 20001)
    nu, nd = (g.n + trial_m) / 2, (g.n - trial_m) / 2
    ku, kd = np.cbrt(6*np.pi**2*nu), np.cbrt(6*np.pi**2*nd)
    energy = (ku**5 + kd**5) / (20*np.pi**2) + g.I * nu * nd
    assert abs(trial_m[np.argmin(energy)] - g.m) < 1e-3 * g.n

    # Closed response against integration over the Fermi spheres.
    for q, w in [(0.2, 0.02), (0.4, 0.05), (0.5, -0.1)]:
        assert abs(g.L_closed(q, w) / g.L_direct(q, w) - 1) < 1e-8

    # Continuum edges against sampled pairs; tolerance is the grid spacing.
    r = np.linspace(0, g.a, 801)[:, None]
    c = np.linspace(-1, 1, 801)[None, :]
    kz, kp = r * c, r**2 * (1 - c**2)
    for q in (0.4, 1.0, 1.6):
        allowed = (kz + q)**2 + kp >= g.b**2
        pairs = g.flip_energy(kz, kp, q)[allowed]
        assert abs(pairs.min() - g.lower_edge(q)) < 5e-3
        assert abs(pairs.max() - g.upper_edge(q)) < 5e-3

    # Stiffness from roots of the directly integrated response.
    slope = []
    for q in (0.01, 0.02):
        root = brentq(lambda w: g.I*g.L_direct(q, w) - 1,
                      -0.01, 0.5*g.lower_edge(q), xtol=1e-15)
        slope.append(root / q**2)
    g.D_numeric = (4 * slope[0] - slope[1]) / 3
    assert abs(g.D_numeric / g.D - 1) < 1e-4

    # Onset from direct integration at the edge (endpoint singularity
    # limits the quadrature to about the inverse square of the node number).
    g.qc = g.onset()
    g.wc = g.lower_edge(g.qc)
    g.qc_numeric = brentq(
        lambda q: g.I*g.L_direct(q, g.lower_edge(q)) - 1,
        0.8*g.qc, 1.04*g.qc)
    assert abs(g.qc_numeric / g.qc - 1) < 5e-4
    assert g.wc > 0

    # Static stability: the magnon energy is positive up to the onset.
    for q in np.linspace(0.05, g.qc, 15):
        assert g.I * g.L_direct(q, 0.0) < 1

assert partial.qc < partial.a - partial.b
a, b = partial.a, partial.b
D_factored = (a-b)*(a*a+3*a*b+b*b) / (10*(a+b)*(a*a+a*b+b*b))
assert abs(D_factored / partial.D_numeric - 1) < 1e-4

# The marginal fully polarized gas is stable at all sampled wavenumbers.
marginal = Gas(1.0, 0.0, 0.5)
for q in np.linspace(0.05, 2.5, 30):
    assert marginal.I * marginal.L_direct(q, 0.0) < 1

# Spin-flip matrix of the fully polarized gas: one state below the continuum.
q_test = 0.5
kz, kp, wt = ball(full.a, 24)
amplitude = np.sqrt(wt)
matrix = np.diag(full.flip_energy(kz, kp, q_test))
matrix -= full.I * np.outer(amplitude, amplitude)
levels = np.linalg.eigvalsh(matrix)
assert abs(levels[0] - full.magnon(q_test)) < 1e-6
assert levels[1] > full.lower_edge(q_test)
assert levels[-1] < full.upper_edge(q_test)

# Absorptive part against a histogram of pair energies.
cells = 1000
r = ((np.arange(cells) + 0.5) * full.a / cells)[:, None]
c = (-1 + (np.arange(cells) + 0.5) * 2 / cells)[None, :]
pair = full.flip_energy(r*c, r**2*(1-c**2), q_test)
cell_weight = r**2 * (full.a/cells) * (2/cells) / (4*np.pi**2) + 0*c
half = 0.02
inside = np.abs(pair - full.delta) < half
absorption = np.pi * cell_weight[inside].sum() / (2 * half)
u = q_test / 2
absorption_formula = (full.a**2 - u**2) / (8*np.pi*q_test)
assert abs(absorption / absorption_formula - 1) < 0.01

# Damped magnon beyond the onset: complex pole of the continued response.
x, w = np.polynomial.legendre.leggauss(400)
phi = np.pi + (x + 1) * np.pi / 2
z = full.a * np.exp(1j * phi)
damped = []
for excess in (0.02, 0.05, 0.10):
    q = full.qc * (1 + excess)
    target = 8 * np.pi**2 * q * full.m / full.delta
    start = full.a * (1 - excess / (4.5 + 3.8j))
    u = newton(lambda v: continued_function(v, full.a) - target, start,
               x1=start + 1e-4*(1 + 1j), tol=1e-13, maxiter=100)
    contour = np.sum(w*np.pi/2 * 1j*z * (full.a**2 - z**2) / (u + z))
    assert abs(contour - target) < 1e-8
    depth = full.a - u
    leading = depth * (np.log(2*full.a/depth) - 1 + 1j*np.pi)
    assert abs(leading / (full.a * excess) - 1) < 0.02
    pole = full.delta + q**2/2 - q*u
    edge = full.lower_edge(q)
    assert pole.imag < 0 and pole.real > edge
    real_w = edge + np.linspace(1e-6, 0.08, 80001)
    real_u = (full.delta - real_w) / q + q / 2
    F = continued_function(real_u, full.a)
    peak = real_w[np.argmax((F / (1 - F/target)).imag)]
    if excess == 0.05:
        assert abs(peak - pole.real) < -pole.imag
    damped.append((q, edge, pole.real, -pole.imag, peak))

print('Atomic units: q in 1/bohr, energies in hartree')
for name, g in gases:
    print(f'Gas {name}: a = {g.a:.2f}, b = {g.b:.2f} 1/bohr, '
          f'Delta = {g.delta:.4f} hartree')
    print(f'  n = {g.n:.6f}, m = {g.m:.6f} bohr^-3, m/n = {g.m/g.n:.4f}')
    print(f'  I = {g.I:.4f} hartree bohr^3')
    print(f'  D terms: {g.bare:.5f} - {g.reduction:.5f} hartree bohr^2')
    print(f'  D formula = {g.D:.6f} hartree bohr^2')
    print(f'  D from direct roots = {g.D_numeric:.6f} hartree bohr^2')
    D_si = g.D * HARTREE_EV * 1000 * BOHR_ANGSTROM**2
    print(f'  D converted = {D_si:.1f} meV angstrom^2')
    print('  q, magnon, D q^2, lower edge, upper edge:')
    for q in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6):
        print(f'  {q:.1f} {g.magnon(q):.6f} {g.D*q*q:.6f} '
              f'{g.lower_edge(q):.6f} {g.upper_edge(q):.6f}')
    print(f'  onset q_c = {g.qc:.5f} 1/bohr '
          f'(direct {g.qc_numeric:.5f})')
    print(f'  onset energy = {g.wc:.6f} hartree = '
          f'{g.wc*HARTREE_EV:.4f} eV')
    print(f'  D q_c^2 = {g.D*g.qc**2:.6f} hartree')
print(f'Gas P gapless from {a-b:.2f} to {a+b:.2f} 1/bohr')
print(f'Gas F, q = {q_test}: matrix magnon = {levels[0]:.6f} hartree')
print(f'Gas F, q = {q_test}, w = Delta: Im L histogram '
      f'{absorption:.5f}, formula {absorption_formula:.5f} a.u.')
print('Gas F beyond onset: q, edge, Re pole, half width, peak:')
for row in damped:
    print('  ' + ' '.join(f'{value:.5f}' for value in row))
print('no test failed')
```

Printed output:

```
Atomic units: q in 1/bohr, energies in hartree
Gas P: a = 1.00, b = 0.30 1/bohr, Delta = 0.4550 hartree
  n = 0.017343, m = 0.016431 bohr^-3, m/n = 0.9474
  I = 27.6917 hartree bohr^3
  D terms: 0.52775 - 0.45066 hartree bohr^2
  D formula = 0.077089 hartree bohr^2
  D from direct roots = 0.077089 hartree bohr^2
  D converted = 587.4 meV angstrom^2
  q, magnon, D q^2, lower edge, upper edge:
  0.1 0.000765 0.000771 0.360000 0.560000
  0.2 0.002993 0.003084 0.275000 0.675000
  0.3 0.006463 0.006938 0.200000 0.800000
  0.4 0.010741 0.012334 0.135000 0.935000
  0.5 0.014994 0.019272 0.080000 1.080000
  0.6 0.017230 0.027752 0.035000 1.235000
  onset q_c = 0.65577 1/bohr (direct 0.65575)
  onset energy = 0.014247 hartree = 0.3877 eV
  D q_c^2 = 0.033151 hartree
Gas F: a = 1.00, b = 0.00 1/bohr, Delta = 0.6000 hartree
  n = 0.016887, m = 0.016887 bohr^-3, m/n = 1.0000
  I = 35.5306 hartree bohr^3
  D terms: 0.50000 - 0.33333 hartree bohr^2
  D formula = 0.166667 hartree bohr^2
  D from direct roots = 0.166667 hartree bohr^2
  D converted = 1270.0 meV angstrom^2
  q, magnon, D q^2, lower edge, upper edge:
  0.1 0.001664 0.001667 0.505000 0.705000
  0.2 0.006624 0.006667 0.420000 0.820000
  0.3 0.014778 0.015000 0.345000 0.945000
  0.4 0.025945 0.026667 0.280000 1.080000
  0.5 0.039834 0.041667 0.225000 1.225000
  0.6 0.055991 0.060000 0.180000 1.380000
  onset q_c = 0.90000 1/bohr (direct 0.89997)
  onset energy = 0.105000 hartree = 2.8572 eV
  D q_c^2 = 0.135000 hartree
Gas P gapless from 0.70 to 1.30 1/bohr
Gas F, q = 0.5: matrix magnon = 0.039834 hartree
Gas F, q = 0.5, w = Delta: Im L histogram 0.07455, formula 0.07460 a.u.
Gas F beyond onset: q, edge, Re pole, half width, peak:
  0.91800 0.10336 0.10565 0.00156 0.10621
  0.94500 0.10151 0.10757 0.00529 0.10993
  0.99000 0.10005 0.11240 0.01362 0.11972
no test failed
```
